# Fröhlich coupling in GaN: which phonon, which mass, and self-trapping: a program that tests the result

```python
# Result under test: the Froehlich coupling of an electron to LO phonons,
#   alpha = e^2/(4 pi eps_v hbar) * (1/eps_inf - 1/eps_0) * sqrt(m/(2 hbar w)),
# and its lowest-order consequences for the polaron.
# eps_v: vacuum permittivity; eps_inf, eps_0: high-frequency and static
# relative constants; m: bare band mass; hbar w: LO phonon energy.
# Lengths are scaled by 1/k0, where hbar^2 k0^2/(2m) = hbar w.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

e, hbar, me, eps_v = const.e, const.hbar, const.m_e, const.epsilon_0
meV = 1e-3 * e
mass_ratio, eps_inf, eps_0, phonon_meV = 0.2, 5.35, 8.9, 92.0


def coupling(mr, ei, es, energy_meV):
    return (e**2 / (4*np.pi*eps_v*hbar) * (1/ei - 1/es)
            * np.sqrt(mr*me / (2*energy_meV*meV)))


params = np.array([mass_ratio, eps_inf, eps_0, phonon_meV])
alpha = coupling(*params)
m = mass_ratio * me
hw = phonon_meV * meV
delta = 1/eps_inf - 1/eps_0
k0 = np.sqrt(2*m*hw) / hbar
rydberg_eV = const.physical_constants["Rydberg constant times hc in eV"][0]
root_factor = np.sqrt(rydberg_eV*mass_ratio / (phonon_meV*1e-3))
assert abs(delta*root_factor/alpha - 1) < 1e-7
assert abs(alpha - 0.4) < 0.02

# Dielectric function of one lattice oscillator: locate its zero numerically.
to_meV = phonon_meV * np.sqrt(eps_inf/eps_0)


def dielectric(energy):
    return eps_inf + (eps_0-eps_inf)*to_meV**2/(to_meV**2-energy**2)


zero_meV = brentq(dielectric, 1.001*to_meV, 3*to_meV)
assert abs(zero_meV/phonon_meV - 1) < 1e-10
for energy in (0.0, 30.0, 85.0, 150.0):
    pole_form = delta*phonon_meV**2/(energy**2-phonon_meV**2)
    assert abs(1/dielectric(energy)-1/eps_inf-pole_form) < 1e-10

# Vertex: volume * |V_q|^2 = vertex / q^2.
vertex = e**2 * hw * delta / (2*eps_v)

# Static Gaussian charge: real-space field energy against the phonon sum.


def enclosed(s):
    return erf(s) - 2*s*np.exp(-s*s)/np.sqrt(np.pi)


field_integral = (quad(lambda s: (enclosed(s)/s)**2, 1e-8, 10)[0]
                  + quad(lambda s: (enclosed(s)/s)**2, 10, np.inf)[0])


def field_energy(length, eps_rel):
    return e**2*field_integral/(8*np.pi*eps_v*eps_rel*length)


test_length = 3/k0
drop = field_energy(test_length, eps_0) - field_energy(test_length, eps_inf)
gauss_sum = quad(lambda u: np.exp(-(u*k0*test_length)**2/2), 0, np.inf)[0]
phonon_drop = -vertex*k0*gauss_sum/(2*np.pi**2*hw)
assert abs(drop/phonon_drop - 1) < 1e-6

# Second-order energy shift at momentum x*k0, by quadrature over phonons.
nodes, weights = np.polynomial.legendre.leggauss(60)


def shift(x):
    def integrand(u):
        return np.sum(weights/(1+u*u-2*x*u*nodes))
    total = quad(integrand, 0, np.inf, epsabs=1e-11, epsrel=1e-11,
                 limit=300)[0]
    return -vertex*k0*total/(4*np.pi**2*hw)


shift_rest = shift(0.0)
assert abs(shift_rest/(-alpha*hw) - 1) < 1e-8
for x in (0.2, 0.5, 0.7):
    assert abs(shift(x)/(-alpha*hw*np.arcsin(x)/x) - 1) < 1e-7
step = 0.05
curvature = (shift(step)-shift_rest)/(hw*step**2)
# The finite step leaves a relative error of about 0.45*step**2.
assert abs(curvature/(-alpha/6) - 1) < 2e-3

number_integral = quad(lambda u: 1/(1+u*u)**2, 0, np.inf)[0]
phonon_number = vertex*k0*number_integral/(2*np.pi**2*hw**2)
assert abs(phonon_number/(alpha/2) - 1) < 1e-8

# Coherent-state bound, tested on two opposite phonon modes, units of hbar w.
size, q_test, g_test = 16, 0.8, 0.5
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
unit, number = np.eye(size), np.diag(np.arange(size))
n1, n2 = np.kron(number, unit), np.kron(unit, number)
a1, a2 = np.kron(lower, unit), np.kron(unit, lower)
momentum = q_test*(n1-n2)
H = n1+n2+momentum@momentum+g_test*(a1+a1.T+a2+a2.T)
amplitude = -g_test/(1+q_test**2)
single = np.ones(size)
for n in range(1, size):
    single[n] = single[n-1]*amplitude/np.sqrt(n)
state = np.kron(single, single)
state /= np.linalg.norm(state)
mode_bound = state@H@state
mode_ground = np.linalg.eigvalsh(H)[0]
assert abs(mode_bound + 2*g_test**2/(1+q_test**2)) < 1e-9
assert mode_ground < mode_bound

# Gaussian electron in a static lattice well: minimize the energy directly.
gradient = quad(lambda s: 4*np.pi*s**4*np.exp(-s*s)/np.pi**1.5,
                0, np.inf)[0]


def localized(scaled_length):
    length = scaled_length/k0
    kinetic = hbar**2*gradient/(2*m*length**2)
    lattice = field_energy(length, eps_0)-field_energy(length, eps_inf)
    return (kinetic+lattice)/hw


best = minimize_scalar(localized, bounds=(1, 40), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.fun/(-alpha**2/(3*np.pi)) - 1) < 1e-5
assert abs(best.x/(3*np.sqrt(np.pi/2)/alpha) - 1) < 1e-4
assert best.fun > shift_rest/hw

# Logarithmic sensitivities by central differences.
sensitivity = []
for i in range(4):
    up, down = params.copy(), params.copy()
    up[i] *= np.exp(1e-4)
    down[i] *= np.exp(-1e-4)
    sensitivity.append(np.log(coupling(*up)/coupling(*down))/2e-4)
expected = [0.5, -1/(eps_inf*delta), 1/(eps_0*delta), -0.5]
assert np.allclose(sensitivity, expected, atol=1e-5)

# Alternative readings of the input data.
alpha_to = coupling(mass_ratio, eps_inf, eps_0, to_meV)
bare_ratio = brentq(lambda r: r*(1+coupling(r, eps_inf, eps_0, phonon_meV)/6)
                    - mass_ratio, 0.1, 0.2)
alpha_dressed = coupling(bare_ratio, eps_inf, eps_0, phonon_meV)
assert alpha_dressed < alpha < alpha_to

print(f"Input band mass: {mass_ratio:.2f} m_e")
print(f"Input eps_inf: {eps_inf:.2f} (dimensionless)")
print(f"Input eps_0: {eps_0:.2f} (dimensionless)")
print(f"Input LO phonon energy: {phonon_meV:.1f} meV")
print(f"Rydberg energy: {rydberg_eV:.4f} eV")
print(f"1/eps_inf: {1/eps_inf:.6f} (dimensionless)")
print(f"1/eps_0: {1/eps_0:.6f} (dimensionless)")
print(f"Difference of inverse constants: {delta:.6f} (dimensionless)")
print(f"Ry*(m/m_e)/(hbar w): {root_factor**2:.4f} (dimensionless)")
print(f"Square root of that ratio: {root_factor:.4f} (dimensionless)")
print(f"Froehlich coupling alpha: {alpha:.4f} (dimensionless)")
for name, value in zip(("m", "eps_inf", "eps_0", "hbar w"), sensitivity):
    print(f"d ln(alpha)/d ln({name}): {value:.3f} (dimensionless)")
print(f"Polaron length 1/k0: {1e9/k0:.3f} nm")
print(f"Second-order energy shift, quadrature: {shift_rest/meV:.2f} meV")
print(f"Lowest-order phonon number: {phonon_number:.4f} (dimensionless)")
print(f"Mass factor 1+alpha/6: {1+alpha/6:.4f} (dimensionless)")
print(f"First-order polaron mass: {mass_ratio*(1+alpha/6):.4f} m_e")
print(f"Localized trial energy: {best.fun*hw/meV:.3f} meV")
print(f"Localized trial length L: {best.x*1e9/k0:.2f} nm")
print(f"Localized k0*L: {best.x:.3f} (dimensionless)")
print(f"TO phonon energy from the oscillator: {to_meV:.2f} meV")
print(f"Alpha if TO energy is wrongly used: {alpha_to:.4f} (dimensionless)")
print(f"Bare mass if input mass is dressed: {bare_ratio:.4f} m_e")
print(f"Alpha if input mass is dressed: {alpha_dressed:.4f} (dimensionless)")
print(f"Two-mode test, phonon wave number: {q_test:.2f} k0")
print(f"Two-mode test, coupling: {g_test:.2f} hbar w")
print(f"Two-mode test, coherent bound: {mode_bound:.6f} hbar w")
print(f"Two-mode test, lowest eigenvalue: {mode_ground:.6f} hbar w")
print("verified")
```

Printed output:

```
Input band mass: 0.20 m_e
Input eps_inf: 5.35 (dimensionless)
Input eps_0: 8.90 (dimensionless)
Input LO phonon energy: 92.0 meV
Rydberg energy: 13.6057 eV
1/eps_inf: 0.186916 (dimensionless)
1/eps_0: 0.112360 (dimensionless)
Difference of inverse constants: 0.074556 (dimensionless)
Ry*(m/m_e)/(hbar w): 29.5776 (dimensionless)
Square root of that ratio: 5.4385 (dimensionless)
Froehlich coupling alpha: 0.4055 (dimensionless)
d ln(alpha)/d ln(m): 0.500 (dimensionless)
d ln(alpha)/d ln(eps_inf): -2.507 (dimensionless)
d ln(alpha)/d ln(eps_0): 1.507 (dimensionless)
d ln(alpha)/d ln(hbar w): -0.500 (dimensionless)
Polaron length 1/k0: 1.439 nm
Second-order energy shift, quadrature: -37.30 meV
Lowest-order phonon number: 0.2027 (dimensionless)
Mass factor 1+alpha/6: 1.0676 (dimensionless)
First-order polaron mass: 0.2135 m_e
Localized trial energy: -1.605 meV
Localized trial length L: 13.34 nm
Localized k0*L: 9.273 (dimensionless)
TO phonon energy from the oscillator: 71.33 meV
Alpha if TO energy is wrongly used: 0.4605 (dimensionless)
Bare mass if input mass is dressed: 0.1877 m_e
Alpha if input mass is dressed: 0.3928 (dimensionless)
Two-mode test, phonon wave number: 0.80 k0
Two-mode test, coupling: 0.50 hbar w
Two-mode test, coherent bound: -0.304878 hbar w
Two-mode test, lowest eigenvalue: -0.314884 hbar w
verified
```
